# Exact open boundaries on a three-point grid and transmission through a barrier, part 2

A particle moves along a line in a real potential, and we want the probabilities $T$ and $R$ that it is transmitted or reflected. Hartree atomic units are used ($\hbar=m=1$, energies in hartree, lengths in bohr). The wave function has values $\psi_j$ at points with spacing $h$. The three-point Hamiltonian $H$ has diagonal elements $2t+V_j$ and couples neighbours by $-t$, with $t=1/(2h^2)$.

The device is the set of points $1,\dots,N$. Infinite leads $L$ and $R$ adjoin it, each at a constant potential $V$. With $\epsilon=E-V$, a lead obeys

$$(\epsilon-2t)\,\psi_j+t\,(\psi_{j+1}+\psi_{j-1})=0. \tag{2}$$

Its solutions are $\lambda^{\pm j}$. For $0<\epsilon<2/h^2$, the band, $\lambda=e^{ikh}$ with $0<kh<\pi$ and

$$\cos kh=1-h^2\epsilon,\qquad \epsilon=\frac{1-\cos kh}{h^2}. \tag{4}$$

Outside the band $\lambda$ is the real root with $|\lambda|<1$. An outgoing or decaying wave in the right lead satisfies $\psi_{N+1}=\lambda_R\psi_N$. Each lead is replaced exactly by a self-energy $\Sigma=-t\lambda$, added to $H$ at the adjoining end point. Its width is $\Gamma=-2\,\mathrm{Im}\,\Sigma$, equal to $\sin(kh)/h^2$ in the band and zero outside it.

With $H$ now the $N\times N$ device block, $G=(E-H-\Sigma_L-\Sigma_R)^{-1}$. A unit wave from the left gives

$$\psi_j=i\Gamma_L\lambda_L\,G_{j1}, \tag{16}$$

$$\boxed{\;T=\Gamma_L\Gamma_R\,|G_{N1}|^2\;} \tag{17}$$

$$r=\lambda_L^2\,(i\Gamma_LG_{11}-1),\qquad R=|1-i\Gamma_LG_{11}|^2. \tag{18}$$

Here $r$ is the reflected amplitude. Probability is conserved on the grid, with bond current $J$:

$$\frac{d}{dt_{\rm time}}\,h|\psi_j|^2=J_{j-1/2}-J_{j+1/2},\qquad J_{j+1/2}=\frac{1}{h}\,\mathrm{Im}(\psi_j^*\psi_{j+1}), \tag{11}$$

Section 6 took $h=0.5$ bohr and $\epsilon=0.4$ hartree, which give $t=2$ hartree, $\cos kh=0.9$, $\sin kh=0.43589$ and $\Sigma=-1.8-0.87178\,i$ hartree. A program checks the results numerically; it also obtains $\Sigma$ from a long explicit lead at slightly complex energy.

### 12. A barrier on four points

Take a barrier of height $V_0=0.5$ hartree and width $a=2$ bohr, with both leads at zero potential, and $E=0.4$ hartree. Classically the particle would be turned back. With $h=0.5$ bohr the barrier occupies four points, and these are the whole device.

Section 6 gave $\Sigma=-1.8-0.87178\,i$ hartree, hence $\Gamma=1.74356$ hartree. In $E-H-\Sigma_L-\Sigma_R$ the inner diagonal element is

$$b=E-\frac1{h^2}-V_0=0.4-4-0.5=-4.1,$$

and each end element is $c=b-\Sigma=-2.3+0.87178\,i$. Neighbours are joined by $+t=2$, because $H$ enters with a minus sign. All these elements are in hartree, and the matrix is

$$A=\begin{pmatrix}c&2&0&0\\2&b&2&0\\0&2&b&2\\0&0&2&c\end{pmatrix}.$$

Expanding along the first row gives the determinant

$$D=c\,[c(b^2-4)-4b]-4\,(bc-4)=c^2(b^2-4)-8bc+16.$$

Here $b^2-4=12.81$ and $c^2=4.53-4.01019\,i$, so

$$D=(58.029-51.371\,i)+(-75.440+28.594\,i)+16=-1.411-22.776\,i.$$

The element $G_{41}$ is a cofactor divided by $D$. Deleting row 1 and column 4 leaves a triangular matrix with 2 on its diagonal, whose determinant is 8. The cofactor sign is $(-1)^{1+4}=-1$. Thus

$$G_{41}=-\frac8D=0.0217-0.3499\,i\ \text{hartree}^{-1},\qquad |G_{41}|=0.35057\ \text{hartree}^{-1}.$$

The transmission is

$$T=(1.74356\times0.35057)^2=0.3736.$$

For the reflection, deleting the first row and column gives

$$G_{11}=\frac{12.81\,c-4b}{D}=-0.45305-0.60160\,i\ \text{hartree}^{-1}.$$

Then $i\Gamma G_{11}=1.0489-0.7899\,i$, and

$$R=|1-i\Gamma G_{11}|^2=(-0.0489)^2+(0.7899)^2=0.6264.$$

The two probabilities add to 1. The last amplitude, $\psi_4=0.5326+0.2999\,i$, also gives $|\psi_4|^2=0.3736$, as it must when the leads are equal.

### 13. A formula for a uniform barrier

For $M$ equal barrier points the determinant can be found in general. This evaluates (17) in closed form and shows how the continuum is reached. Let $\theta=kh$, and define $\varphi$ by $E-V_0=2t(1-\cos\varphi)$. Subtracting $E=2t(1-\cos\theta)$ gives

$$\cos\varphi-\cos\theta=\frac{V_0}{2t}=h^2V_0. \tag{19}$$

The diagonal element without self-energies is $E-2t-V_0=-2t\cos\varphi$. Let $D_n$ be the determinant of $n$ such points. Expansion along the first row gives

$$D_n=-2t\cos\varphi\,D_{n-1}-t^2D_{n-2},\qquad D_0=1,\quad D_1=-2t\cos\varphi.$$

The solution is $D_n=(-t)^nS_{n+1}$, where $S_n=\sin n\varphi/\sin\varphi$. It has the right starting values, and the recurrence reduces to $S_{n+1}=2\cos\varphi\,S_n-S_{n-1}$, the addition rule for sines.

The self-energies add $t\lambda$ to both end elements. A determinant is linear in each diagonal element, so

$$\det A=D_M+2t\lambda D_{M-1}+t^2\lambda^2D_{M-2}=(-t)^M\left[S_{M+1}-2\lambda S_M+\lambda^2S_{M-1}\right].$$

Take a factor $\lambda$ out of the bracket and use $\lambda^{\pm1}=\cos\theta\pm i\sin\theta$:

$$\lambda\left[\cos\theta\,(S_{M+1}+S_{M-1})-2S_M-i\sin\theta\,(S_{M+1}-S_{M-1})\right].$$

The sum is $S_{M+1}+S_{M-1}=2\cos\varphi\,S_M$ and the difference is $S_{M+1}-S_{M-1}=2\cos M\varphi$. The bracket becomes

$$2\lambda\left[(\cos\theta\cos\varphi-1)\,S_M-i\sin\theta\cos M\varphi\right]. \tag{20}$$

Both $S_M$ and $\cos M\varphi$ are polynomials in $\cos\varphi$. They are real even below the barrier top, where $\cos\varphi>1$ and $\varphi$ is imaginary. The squared modulus of (20) is therefore

$$4\left[(1-\cos\theta\cos\varphi)^2S_M^2+\sin^2\theta\cos^2M\varphi\right].$$

Substitute $\cos^2M\varphi=1-S_M^2\sin^2\varphi$. The factor multiplying $S_M^2$ becomes

$$(1-\cos\theta\cos\varphi)^2-(1-\cos^2\theta)(1-\cos^2\varphi)=(\cos\varphi-\cos\theta)^2=h^4V_0^2.$$

As in the four-point case, $G_{M1}=(-t)^{M-1}/\det A$. With $\Gamma=2t\sin\theta$, equation (17) is $4\sin^2\theta$ divided by the squared modulus of (20):

$$T=\left[1+\frac{h^4V_0^2\,S_M^2}{\sin^2\theta}\right]^{-1},\qquad S_M=\frac{\sin M\varphi}{\sin\varphi}. \tag{21}$$

For the example, $\cos\varphi=0.9+0.125=1.025$ and $S_4=8\cos^3\varphi-4\cos\varphi=4.5151$. The added term is $0.015625\times20.386/0.19=1.6765$, so $T=1/2.6765=0.3736$, as before.

### 14. The continuum limit and the grid error

Keep $a=Mh$ fixed and let $h\to0$. Then $\sin\theta\to h\sqrt{2E}$. For $E<V_0$, put $\kappa=\sqrt{2(V_0-E)}$. Then $\varphi\to i\kappa h$ and $S_M\to\sinh(\kappa a)/(\kappa h)$. All powers of $h$ cancel in (21), leaving

$$T=\left[1+\frac{V_0^2\sinh^2\kappa a}{4E(V_0-E)}\right]^{-1}. \tag{22}$$

This is the continuum result for a rectangular barrier. With the present parameters it is $0.3815$.

The width that appears is $Mh$, not the distance $(M-1)h$ between the first and last barrier points. The edges lie midway between grid points. Using $(M-1)h$ in (22) would change the width by $h$ and introduce an error of first order.

The remaining error is of second order. Since $1-\cos\theta=2\sin^2(\theta/2)$, equation (4) gives

$$\theta=2\arcsin\!\left(h\sqrt{E/2}\right),$$

which is odd in $h$. The same holds for $\varphi$ with $E-V_0$ in place of $E$. At fixed $a$, $M\varphi=a\varphi/h$ is even, and so is $hS_M$. The ratio $hS_M/(\sin\theta/h)$ is then even too, and (21) contains its square times $V_0^2$. The expansion of $T$ has even powers only. The errors below are grid value minus continuum value:

- $h=0.5$ bohr: $T=0.3736$, error $-7.9\times10^{-3}$
- $h=0.25$ bohr: $T=0.3796$, error $-1.9\times10^{-3}$
- $h=0.125$ bohr: $T=0.3811$, error $-4.8\times10^{-4}$

Each halving divides the error by about four. The self-energy contributes no separate error to be removed by enlarging the device.

The sign of the error depends on energy. At $h=0.125$ bohr the grid value is too low at $E=0.4$ and $0.8$ hartree, but slightly too high at $0.2$ and $1.6$ hartree. At $1.6$ hartree the transmission is $0.999$. Above the barrier $\kappa=iq$ with $q=\sqrt{2(E-V_0)}$, so $\sinh^2\kappa a=-\sin^2 qa$, and the added term in (22) becomes $V_0^2\sin^2(qa)/[4E(E-V_0)]$, a sine with argument $qa$. Here the argument is $2.97$, close to $\pi$, so the reflecting term nearly vanishes.

### 15. A uniform field across the barrier

Let the potential energy fall linearly by $0.2$ hartree across the barrier and stay constant beyond it. The slope is $-0.1$ hartree/bohr and the right lead is at $V_R=-0.2$ hartree. The device potential is sampled at the cell midpoints,

$$V_j=0.5-0.1\,x_j,\qquad x_j=(j-\tfrac12)h,$$

with $x_j$ in bohr and $V_j$ in hartree. The energy in the right lead is $0.4+0.2=0.6$ hartree above its potential. At $h=0.5$ bohr this gives $\cos k_Rh=1-0.25\times0.6=0.85$ and

$$\Sigma_R=-1.7-1.0536\,i\ \text{hartree},$$

while $\Sigma_L$ is unchanged. Equation (17) gives $T=0.4788$ on four points. The continuum value, from integrating the Schrödinger equation, is $0.4941$. The program tests that this error also falls by a factor near four in the last halving of $h$.

The field is confined to the device. If it continued into a lead, the recurrence (2) would no longer have constant coefficients, and $-e^{ikh}/(2h^2)$ would not be that lead's self-energy.

### 16. Why the grid wave number is needed

Suppose the right self-energy is built with $\lambda'=e^{i\theta'}$, where $\theta'=h\sqrt{2E}$ is the continuum phase. On an empty grid the wave near the right end is $\lambda^j+\rho\lambda^{-j}$, and the boundary imposes $\psi_{N+1}=\lambda'\psi_N$:

$$\lambda^N(\lambda-\lambda')=\rho\,\lambda^{-N}(\lambda'-\lambda^{-1}).$$

The moduli of the two brackets are $2|\sin\frac{\theta-\theta'}2|$ and $2|\sin\frac{\theta+\theta'}2|$, so

$$R=|\rho|^2=\frac{\sin^2\frac{\theta-\theta'}2}{\sin^2\frac{\theta+\theta'}2}. \tag{23}$$

There is reflection although there is no barrier. At $h=0.5$ bohr and $E=0.4$ hartree, the grid and continuum wave numbers are $0.9021$ and $0.8944$ bohr$^{-1}$, and $R=1.9\times10^{-5}$. This is small because $kh$ is small. Equation (4) gives $\theta=2\arcsin(\theta'/2)\approx\theta'+\theta'^3/24$, so to leading order (23) is $R\approx(\theta'^2/48)^2$, which is $1.7\times10^{-5}$ for $\theta'^2=2Eh^2=0.2$. At the top of the band $\theta\to\pi$ and $\theta'\to2$, and (23) tends to 1: the boundary has become a perfect mirror. With the grid value of $k$, $R$ vanishes at every energy in the band.

### 17. Transmission of a wave packet

Formula (17) concerns a stationary wave, while a transmission probability can also be read from a moving packet. The program places a packet 200 bohr to the left of the four-point barrier on a closed grid of 2000 points. The packet has mean wave number $0.9$ bohr$^{-1}$ and width parameter 10 bohr. It evolves for 460 atomic units of time, long enough to separate into two parts but too short for the walls to matter.

The probability found beyond the barrier is $0.373046$. The average of $T$ from (17), weighted by the packet's initial distribution over wave number, is also $0.373046$. Each wave-number component is transmitted with its own probability. Interference between components does not change the total probability on the far side once the transmitted part has left the barrier.

### 18. Conditions of validity

The self-energy is exact for the infinite grid under the conditions used in its derivation: constant lead potential and three-point coupling. A longer finite-difference formula couples several points on each side of the boundary and needs a matrix in place of the single number $\Sigma$. The results are for one particle in a fixed real potential. An absorbing potential, with imaginary part $-W_j\le0$ at device point $j$, adds the term $-2W_jh|\psi_j|^2$ to the right side of (11). The current then drops by $2W_jh|\psi_j|^2$ across point $j$, so $R+T$ falls below 1 unless the wave vanishes at every absorbing point.

At a band edge the two roots coincide and $\Gamma=0$, so no incident current can be normalised there. If the energy is outside both bands, both self-energies are real. The matrix $E-H-\Sigma_L-\Sigma_R$ can then be singular, and this happens at the energies of bound states, whose tails decay into both leads.

## Calculated quantities

```
energy E = 0.4 hartree, barrier height = 0.5 hartree
barrier width = 2.0 bohr, spacing h = 0.5 bohr, points = 4
t = 1/(2h^2) = 2.0000 hartree, band top 2/h^2 = 8.0000 hartree
cos(kh) = 0.900000, sin(kh) = 0.435890, kh = 0.451027 rad
grid k = 0.902054 1/bohr, continuum k = 0.894427 1/bohr
Sigma = -1.800000-0.871780j hartree
explicit lead, Im E = 0.01 hartree: Sigma = -1.789677-0.866855j hartree
explicit lead, Im E = 0.001 hartree: Sigma = -1.798968-0.871281j hartree
Gamma = 1.743560 hartree, group velocity = 0.871780 a.u.
E-H-Sigma: inner diagonal = -4.1000 hartree
E-H-Sigma: end diagonal = -2.300000+0.871780j hartree
G_11 = -0.453054-0.601600j 1/hartree
G_41 = 0.021672-0.349903j 1/hartree, |G_41| = 0.350573 1/hartree
psi_1 = 1.288355-0.253718j (unit incoming amplitude)
psi_2 = 0.991015-0.068755j (unit incoming amplitude)
psi_3 = 0.743226+0.112770j (unit incoming amplitude)
psi_4 = 0.532598+0.299934j (unit incoming amplitude)
4-point grid: T = 0.373621, R = 0.626379, T+R = 1.0000000000
closed form for the 4-point barrier: T = 0.373621
tilted barrier: right lead at -0.2 hartree, slope = -0.100 hartree/bohr
tilted, h = 0.5 bohr: Sigma_R = -1.700000-1.053565j hartree
h = 0.50000 bohr, N = 4: T flat = 0.373621 (error -7.91e-03), T tilted = 0.478845 (error -1.52e-02)
h = 0.25000 bohr, N = 8: T flat = 0.379612 (error -1.92e-03), T tilted = 0.490361 (error -3.70e-03)
h = 0.12500 bohr, N = 16: T flat = 0.381057 (error -4.77e-04), T tilted = 0.493139 (error -9.17e-04)
h = 0.06250 bohr, N = 32: T flat = 0.381415 (error -1.19e-04), T tilted = 0.493827 (error -2.29e-04)
h = 0.03125 bohr, N = 64: T flat = 0.381505 (error -2.98e-05), T tilted = 0.493999 (error -5.72e-05)
continuum: T flat = 0.381535, T tilted = 0.494056
last error ratios: flat 4.002, tilted 4.002
scan, h = 0.125 bohr, E = 0.2 hartree: T grid = 0.15997, continuum = 0.15969
scan, h = 0.125 bohr, E = 0.4 hartree: T grid = 0.38106, continuum = 0.38153
scan, h = 0.125 bohr, E = 0.8 hartree: T grid = 0.79205, continuum = 0.79346
scan, h = 0.125 bohr, E = 1.6 hartree: T grid = 0.99895, continuum = 0.99892
empty grid, continuum k in right Sigma: R = 1.928e-05
empty grid, grid k in both Sigmas: R below 1e-20 is True
packet: k0 = 0.9 1/bohr, width = 10.0 bohr, start = -200.0 bohr
packet: grid points = 2000, elapsed time = 460.0 a.u.
packet transmitted probability = 0.37304557
T averaged over packet spectrum = 0.37304557
```
